# Comment on the sign of the charge-conjugated Dirac current

## The argument under review

The submitted argument runs as follows.

1. If $\psi$ solves the Dirac equation for a particle of charge $q$, then $\psi_c=i\gamma^2\psi^*$ solves it for charge $-q$.
2. A positron carries the opposite electric current to an electron in the same state of motion.
3. Therefore $\psi_c^\dagger\psi_c=-\psi^\dagger\psi$ and $\psi_c^\dagger\boldsymbol\alpha\psi_c=-\psi^\dagger\boldsymbol\alpha\psi$.
4. Should a direct calculation with ordinary functions fail to show this sign, normal ordering of the field operators will supply it.

Statements 1 and 2 are correct. Statement 3 does not follow from them and is false for a wave function with ordinary complex components. Statement 4 names the wrong cause: the sign comes from anticommutation, and normal ordering removes a constant. I give the calculation in a form that shows where each sign enters.

## Conventions and the wave equation

I use atomic units, with $c$ the inverse fine-structure constant and $q=-1$ for the electron. The Hamiltonian is

$$H_q=c\,\boldsymbol\alpha\cdot(\mathbf p-q\mathbf A)+\beta c^2+q\phi,\qquad \mathbf p=-i\nabla,$$

with real potentials and, in $2\times2$ blocks,

$$\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad
\alpha_i=\begin{pmatrix}0&\sigma_i\\ \sigma_i&0\end{pmatrix},\quad
B\equiv i\gamma^2=i\beta\alpha_2=\begin{pmatrix}0&\epsilon\\-\epsilon&0\end{pmatrix},\quad \epsilon=i\sigma_2 .$$

The matrix $\epsilon$ is real, with $\epsilon^T=-\epsilon$ and $\epsilon^2=-1$. Hence $B$ is real, $B^T=B$ and $B^2=1$.

Since $\sigma_1,\sigma_3$ are real and anticommute with $\sigma_2$, while $\sigma_2^*=-\sigma_2$, all three satisfy $\sigma_2\sigma_i^*\sigma_2=-\sigma_i$, so $\epsilon\sigma_i^*\epsilon=+\sigma_i$. Block multiplication then gives

$$B\alpha_i^*B=\begin{pmatrix}0&\epsilon\sigma_i^*\epsilon\\ \epsilon\sigma_i^*\epsilon&0\end{pmatrix}=\alpha_i,\qquad
B\beta B=\begin{pmatrix}\epsilon^2&0\\0&-\epsilon^2\end{pmatrix}=-\beta. \tag{1}$$

Take the complex conjugate of $i\partial_t\psi=H_q\psi$, using $\mathbf p^*=-\mathbf p$, and multiply by $B$ from the left. With $\psi_c=B\psi^*$ and (1),

$$-i\partial_t\psi_c=\left[c\boldsymbol\alpha\cdot(-\mathbf p-q\mathbf A)-\beta c^2+q\phi\right]\psi_c=-H_{-q}\psi_c .$$

Thus $i\partial_t\psi_c=H_{-q}\psi_c$, which is statement 1. In a static potential, a solution $\psi\propto e^{-iEt}$ gives $\psi_c\propto e^{+iEt}$, so its energy is $-E$.

The density and current belonging to this equation are $\rho=\psi^\dagger\psi$ and $\mathbf j=c\psi^\dagger\boldsymbol\alpha\psi$. Indeed $\partial_t\psi=-c\boldsymbol\alpha\cdot\nabla\psi-iR\psi$ with $R$ a Hermitian matrix, so the $R$ terms cancel in $\partial_t(\psi^\dagger\psi)$ and leave $-\nabla\cdot\mathbf j$. The electric quantities are $q\rho$ and $q\mathbf j$.

## The calculation with the order of factors kept

Let $M$ stand for the unit matrix or for one of the $\alpha_i$. Because $B$ is real, the components of the conjugated spinor and of its adjoint are

$$(\psi_c)_s=\sum_n B_{sn}\psi_n^*,\qquad (\psi_c^*)_r=\sum_m B_{rm}\psi_m .$$

Without exchanging any two components of $\psi$ and $\psi^*$,

$$\psi_c^\dagger M\psi_c=\sum_{mn}\psi_m\,(B^TMB)_{mn}\,\psi_n^* .$$

Multiplying $B\alpha_i^*B=\alpha_i$ by $B$ on both sides gives $B\alpha_iB=\alpha_i^*$, and $B\,1\,B=1$. So $B^TMB=M^*$ in all four cases. Since $M$ is Hermitian, $M^*_{mn}=M_{nm}$, and

$$\psi_c^\dagger M\psi_c=\sum_{mn}M_{nm}\,\psi_m\psi_n^* . \tag{2}$$

The original bilinear is $\sum_{mn}M_{nm}\psi_n^*\psi_m$. The two expressions differ in the order of the factors and in nothing else.

**Commuting components.** The order is immaterial, so

$$\psi_c^\dagger M\psi_c=+\psi^\dagger M\psi .$$

Density and current are unchanged at every point. For the density, no other definition of $\psi_c$ could help: $\chi^\dagger\chi\ge0$ for every complex spinor $\chi$, so none has density $-\psi^\dagger\psi$ where $\psi\neq0$.

The manuscript's step from 2 to 3 confuses $\mathbf j$ with $q\mathbf j$. In the one-particle theory the electric current reverses because $\psi_c$ is assigned to an equation with charge $-q$, and this new charge multiplies an unchanged $\mathbf j$. The reversal is put in with the charge; the spinor bilinear does not produce it.

A free wave shows why an unchanged $\mathbf j$ is reasonable. For a normalized spinor $w$ with $(c\boldsymbol\alpha\cdot\mathbf p+\beta c^2)w=\varepsilon w$, take the expectation value of the anticommutator $\{c\boldsymbol\alpha\cdot\mathbf p+\beta c^2,\alpha_i\}=2cp_i$. This gives $2\varepsilon\,w^\dagger\alpha_iw=2cp_i$, so the velocity is $c\,w^\dagger\alpha_iw=c^2p_i/\varepsilon$. Conjugation changes both $\mathbf p$ and $\varepsilon$ in sign, and the velocity stays the same.

**Anticommuting components.** Let $\psi_m$ and $\psi_n^*$ be independent Grassmann generators, as in a classical field theory of fermions. Each exchange in (2) costs a factor $-1$:

$$\psi_c^\dagger M\psi_c=-\psi^\dagger M\psi .$$

There are no operators here, no vacuum and no ordering prescription. Anticommutation is therefore enough to produce the sign; the next section shows that for field operators, too, the sign is present before any ordering, which is what statement 4 gets wrong.

## Quantized field: what normal ordering does

Consider a free field in a periodic box of volume $V$, with a finite set of $K$ momenta that contains $-\mathbf k$ whenever it contains $\mathbf k$:

$$\Psi(\mathbf x)=\frac1{\sqrt V}\sum_{\mathbf k\lambda}\left(b_{\mathbf k\lambda}u_{\mathbf k\lambda}e^{i\mathbf k\cdot\mathbf x}+d^\dagger_{\mathbf k\lambda}v_{\mathbf k\lambda}e^{-i\mathbf k\cdot\mathbf x}\right),\qquad v_{\mathbf k\lambda}=Bu^*_{\mathbf k\lambda}.$$

Here $\lambda$ labels two spin states, and $b$ and $d$ are fermion annihilation operators for electrons and positrons. The $u_{\mathbf k\lambda}$ are orthonormal eigenvectors of $h(\mathbf k)=c\boldsymbol\alpha\cdot\mathbf k+\beta c^2$ with eigenvalue $E_k=\sqrt{c^4+c^2k^2}$. Conjugating $h(\mathbf k)u=E_ku$ and applying $B$ gives $(c\boldsymbol\alpha\cdot\mathbf k-\beta c^2)v=E_kv$, that is, $h(-\mathbf k)v_{\mathbf k\lambda}=-E_kv_{\mathbf k\lambda}$.

At equal points the phases cancel in the anticommutator:

$$\{\Psi_m,\Psi_n^\dagger\}=\frac1V\sum_{\mathbf k\lambda}\left(u_{\mathbf k\lambda}u_{\mathbf k\lambda}^\dagger+v_{\mathbf k\lambda}v_{\mathbf k\lambda}^\dagger\right)_{mn}.$$

In the second term replace $\mathbf k$ by $-\mathbf k$, which the symmetric set permits. For each $\mathbf k$ the two $u_{\mathbf k\lambda}$ and the two $v_{-\mathbf k\lambda}$ are then a complete orthonormal set of eigenvectors of $h(\mathbf k)$, and their projectors add up to the unit matrix. Hence $\{\Psi_m,\Psi_n^\dagger\}=\delta_{mn}K/V$.

Equation (2) holds for operators too, with $\psi^*_n$ read as $\Psi_n^\dagger$. Inserting $\Psi_m\Psi_n^\dagger=\delta_{mn}K/V-\Psi_n^\dagger\Psi_m$,

$$\Psi_c^\dagger M\Psi_c=-\Psi^\dagger M\Psi+\frac KV\,\mathrm{tr}\,M . \tag{3}$$

The minus sign is present before any normal ordering. The constant is $4K/V$ for the density. For the spatial current it vanishes, because $\mathrm{tr}\,\alpha_i=0$; that current reverses with no ordering at all.

To see what remains for normal ordering, one needs the operator that carries out the conjugation. Define

$$\mathcal C=\prod_{\mathbf k\lambda}\left[1-(b_{\mathbf k\lambda}-d_{\mathbf k\lambda})^\dagger(b_{\mathbf k\lambda}-d_{\mathbf k\lambda})\right].$$

For one pair of modes put $f=(b-d)/\sqrt2$ and $g=(b+d)/\sqrt2$, which are again independent fermion modes. The factor is $1-2f^\dagger f$. It equals $+1$ or $-1$ according to the occupation of $f$, so it is unitary and its own inverse. It reverses the sign of $f$, which changes that occupation by one, and commutes with $g$. Therefore $b=(g+f)/\sqrt2$ goes to $(g-f)/\sqrt2=d$, and $d$ goes to $b$. The vacuum is unchanged, since $f|0\rangle=0$.

Applied to the field, with $Bv^*=BBu=u$,

$$\mathcal C\Psi\mathcal C^{-1}=\frac1{\sqrt V}\sum_{\mathbf k\lambda}\left(d_{\mathbf k\lambda}\,u_{\mathbf k\lambda}e^{i\mathbf k\cdot\mathbf x}+b^\dagger_{\mathbf k\lambda}\,v_{\mathbf k\lambda}e^{-i\mathbf k\cdot\mathbf x}\right)=\Psi_c,$$

where $(\Psi_c)_m=\sum_nB_{mn}\Psi_n^\dagger$.

Write $J=\Psi^\dagger M\Psi$ and $w=\langle0|J|0\rangle$. Equation (3) says $\mathcal CJ\mathcal C^{-1}=-J+(K/V)\,\mathrm{tr}\,M$. Its vacuum expectation value, with $\mathcal C|0\rangle=|0\rangle$, is $w=-w+(K/V)\,\mathrm{tr}\,M$, so

$$w=\frac K{2V}\,\mathrm{tr}\,M .$$

Normal ordering a quadratic expression changes it by a number, and the ordered expression has zero vacuum expectation value. Hence $:\!J\!:\,=J-w$, and

$$\mathcal C:\!J\!:\mathcal C^{-1}=-J+2w-w=-:\!J\!: .$$

The charge $q$ has been held fixed throughout. The reversal is now a property of the operator, and nothing is relabelled by hand.

Two choices deserve a comment: the momentum set fixes the constant in (3), and the reference state fixes what is subtracted. If the momentum set is not symmetric, the projectors $\tfrac12[1\pm h/E_k]$ give

$$\sum_\lambda\left(u_{\mathbf k\lambda}u_{\mathbf k\lambda}^\dagger+v_{\mathbf k\lambda}v_{\mathbf k\lambda}^\dagger\right)=1+\frac{h(\mathbf k)-h(-\mathbf k)}{2E_k}=1+\frac{c\,\boldsymbol\alpha\cdot\mathbf k}{E_k},$$

and (3) acquires the constant $(4c/V)\sum_{\mathbf k}k_i/E_k$ for $M=\alpha_i$, which vanishes only if that sum does. The vacuum value is again half the constant, so $:\!J\!:$ still reverses exactly. If one subtracts instead the expectation value $w'$ in some other reference state, such as the ground state in an external potential, then

$$\mathcal C(J-w')\mathcal C^{-1}=-(J-w')+2(w-w'),$$

which is a pure reversal only if $w'=w$.

## Energy as a cross-check

The two versions of conjugation also differ in the energy. For the wave function, the density is kept and $E$ becomes $-E$. For the field, $h=c\boldsymbol\alpha\cdot\mathbf p+\beta c^2$ multiplies the $b$ terms by $E_k$ and the $d^\dagger$ terms by $-E_k$. Orthonormality of the modes over the box then gives

$$\int\Psi^\dagger h\Psi\,d^3x=\sum_{\mathbf k\lambda} E_k\left(b^\dagger b-dd^\dagger\right)=\sum_{\mathbf k\lambda} E_k\left(b^\dagger b+d^\dagger d-1\right),$$

$$Q=q\int:\!\Psi^\dagger\Psi\!:d^3x=q\sum_{\mathbf k\lambda}\left(b^\dagger b-d^\dagger d\right).$$

Exchanging $b$ and $d$ keeps the energy and reverses the charge. The same exchange of factors, $-dd^\dagger=d^\dagger d-1$, makes the positron energy positive and, in $Q$, makes its charge opposite.

## A numerical case

Take a cubic box of edge $L=0.05$ Å and the two momenta $\pm k$ along $z$, with $k=2\pi/L$, so $K=2$. These are round model parameters. Then $1/V=8000$ Å$^{-3}$, $ck=247\,968$ eV, $c^2=510\,999$ eV and $E=567\,986$ eV, which give $c^2/E=0.89967$ and $ck/E=0.43657$.

One electron with spin up ($\chi$) has the wave function

$$\varphi=\frac{\sqrt{0.8}\,u_+e^{ikz}+\sqrt{0.2}\,u_-e^{-ikz}}{\sqrt V},\qquad
u_\pm=\frac1{\sqrt{2E(E+c^2)}}\begin{pmatrix}(E+c^2)\chi\\ \pm ck\,\sigma_3\chi\end{pmatrix}.$$

With $c^2k^2=E^2-c^4$, the products needed are

$$u_-^\dagger u_+=\frac{(E+c^2)^2-c^2k^2}{2E(E+c^2)}=\frac{c^2}E,\qquad
u_\pm^\dagger\alpha_3u_\pm=\pm\frac{ck}E,$$

$$u_-^\dagger\alpha_3u_+=\frac{(E+c^2)ck-ck(E+c^2)}{2E(E+c^2)}=0 .$$

The interference term in the density has the factor $2\sqrt{0.8\times0.2}=0.8$, so

$$\varphi^\dagger\varphi=\frac1V\left[1+0.8\,\frac{c^2}E\cos2kz\right],\qquad \varphi^\dagger\alpha_3\varphi=\frac{0.8-0.2}V\,\frac{ck}E .$$

At $z=0$ the density is $8000\,(1+0.7197)=13\,758$ Å$^{-3}$ (2038.7 bohr$^{-3}$). At $z=L/4$, where $\cos2kz=-1$, it is $8000\,(1-0.7197)=2242$ Å$^{-3}$. The current divided by $c$ is $8000\times0.6\times0.43657\approx2096$ Å$^{-3}$ everywhere.

In Fock space the same electron is $|e\rangle=(\sqrt{0.8}\,b_+^\dagger+\sqrt{0.2}\,b_-^\dagger)|0\rangle$. In $\langle e|:\!\Psi^\dagger M\Psi\!:|e\rangle$ the terms with $b^\dagger d^\dagger$ or $db$ change the particle number by two and vanish, and $d^\dagger d$ finds no positron. What is left is $\varphi^\dagger M\varphi$. The results at $z=0$ are:

| State | Density (Å$^{-3}$) | Current$/c$ (Å$^{-3}$) | Energy (eV) |
|---|---:|---:|---:|
| $\varphi$ | 13 758 | 2096 | 567 986 |
| $B\varphi^*$ | 13 758 | 2096 | −567 986 |
| $\vert e\rangle$, ordered | 13 758 | 2096 | 567 986 |
| $\mathcal C\vert e\rangle$, ordered | −13 758 | −2096 | 567 986 |

Only the last row is the positron of statement 2: $\mathcal C\vert e\rangle$ keeps the mean momentum $0.6k$ and spin up, whereas $B\varphi^*$ has mean momentum $-0.6k$, reversed spin and negative energy. The negative entry is no negative probability: $:\!\Psi^\dagger\Psi\!:$ integrates to the number of electrons minus the number of positrons. Multiplied by $q=-1$, it gives the positron a positive charge density.

Before ordering, the vacuum density is $2K/V=32\,000$ Å$^{-3}$. The electron state has $32\,000+13\,758=45\,758$ and the positron state $32\,000-13\,758=18\,242$ Å$^{-3}$. Both are positive, and they add up to the constant $4K/V=64\,000$ Å$^{-3}$ of (3). The deviation from the vacuum value has already changed sign; normal ordering shifts the zero. The constant is proportional to $K$, so it depends on the momentum cutoff.

The numerical check tests (2) with ordinary numbers and Grassmann generators, and (3) with explicit Fock-space matrices. It also evolves a packet of unit norm in scalar and vector potentials. The conjugated solution agrees with evolution under charge $-q$ to rounding error; under the unreversed charge the difference norm is 1.37 for the chosen potentials (amplitudes $10^5$ eV scalar, $5\times10^4$ eV vector) and duration ($ct=0.025$ Å).

## Requested corrections

Statement 3 should read: for complex wave functions, $\rho$ and $\mathbf j$ are unchanged, and the electric current reverses through the assignment $q\to-q$. Statement 4 should attribute the sign to anticommutation, and to normal ordering the removal of the constant in the density.

## Computed results

```
box edge L = 0.050 angstrom
box volume V = 1.250e-04 angstrom^3
1/V = 8000.0 angstrom^-3
wave number k = 125.664 angstrom^-1
c k (hbar = 1) = 247968 eV
rest energy = 510999 eV
mode energy E = 567986 eV
rest energy / E = 0.89967
speed / c = 0.43657
weights of +k, -k = 0.8, 0.2
Ratio of conjugated to original density and current:
  commuting numbers: +1.000000
  Grassmann components: -1.000000
  normal-ordered field density: -1.000000
Number density in angstrom^-3 at z = 0 and z = L/4:
  wave function: 13757.9, 2242.1
  c-number conjugate: 13757.9, 2242.1
  field, electron, ordered: 13757.9, 2242.1
  field, positron, ordered: -13757.9, -2242.1
  field, vacuum, unordered: 32000.0, 32000.0
  field, electron, unordered: 45757.9, 34242.1
  field, positron, unordered: 18242.1, 29757.9
constant 4K/V = 64000.0 angstrom^-3
wave density at z = 0 = 2038.71 bohr^-3
Current / c along z in angstrom^-3:
  wave function: 2095.6
  c-number conjugate: 2095.6
  field, electron: 2095.6
  field, positron: -2095.6
  field, vacuum, size: 0.0
Energy in eV:
  wave function: 567986
  c-number conjugate: -567986
  field, electron above vacuum: 567986
  field, positron above vacuum: 567986
charge of electron state = -1.000000 e
charge of positron state = +1.000000 e
Evolution of a normalized packet in external potentials:
  amplitude of phi energy = 100000 eV
  amplitude of c A energy = 50000 eV
  c times duration = 0.025 angstrom
  mismatch norm, charge reversed = 2.4e-15
  mismatch norm, charge kept = 1.3748
```
